\section*{Rowe's Equation of Motion and the RPA on a Hartree–Fock Determinant}

\section{The exact equation}

\textbf{Q.} I am told that RPA excitation energies follow from a double commutator averaged over the ground state. The Schrödinger equation has no double commutator. Where does it come from?

\textbf{A.} From describing an excitation by an operator. Let $H|0\rangle=E_0|0\rangle$, with $|0\rangle$ nondegenerate and normalized, let $H|\nu\rangle=E_\nu|\nu\rangle$, and put $\omega=E_\nu-E_0$. Choose $Q^\dagger$ such that
\begin{equation}
Q^\dagger|0\rangle=|\nu\rangle,\qquad Q|0\rangle=0 .
\label{killer}
\end{equation}
Such an operator exists: $|\nu\rangle\langle0|$ is one. The first condition gives
\begin{equation}
[H,Q^\dagger]|0\rangle=(E_\nu-E_0)|\nu\rangle=\omega Q^\dagger|0\rangle .
\label{single}
\end{equation}
Multiply from the left by $\langle0|R$, with $R$ any operator:
\begin{equation}
\langle0|R[H,Q^\dagger]|0\rangle=\omega\langle0|RQ^\dagger|0\rangle .
\label{half}
\end{equation}
The adjoint of the second condition is $\langle0|Q^\dagger=0$. Hence $\langle0|Q^\dagger R|0\rangle=0$ and
\begin{equation*}
\langle0|[H,Q^\dagger]R|0\rangle
=E_0\langle0|Q^\dagger R|0\rangle-\langle0|Q^\dagger HR|0\rangle=0 .
\end{equation*}
Subtracting these zeros from the two sides of (\ref{half}) gives Rowe's equation,
\begin{equation}
\langle0|[R,[H,Q^\dagger]]|0\rangle=\omega\langle0|[R,Q^\dagger]|0\rangle .
\label{rowe}
\end{equation}

\textbf{Q.} You subtracted zero. Why not stay with (\ref{half})?

\textbf{A.} For exact states nothing is gained. For approximate ones the commutators need less information. Commuting $a_p^\dagger a_q$ with a string of creators and annihilators replaces one factor at a time, because
\begin{equation}
[a_p^\dagger a_q,a_r^\dagger]=\delta_{qr}a_p^\dagger,\qquad
[a_p^\dagger a_q,a_r]=-\delta_{pr}a_q .
\label{replace}
\end{equation}
The string does not grow. With one-body $R$ and $Q^\dagger$ and a two-body $H$, the left side of (\ref{rowe}) therefore needs at most the two-body density matrix, whereas the product $RHQ^\dagger$ contains four-body strings.

\textbf{Q.} Does the condition $Q|0\rangle=0$ matter, if $Q^\dagger$ makes the right state?

\textbf{A.} It does. Add $Z=\lambda|0\rangle\langle\mu|$, with $|\mu\rangle$ an excited eigenstate at energy $\omega_\mu$ above the ground state. Since $Z|0\rangle=0$, the sum still creates $|\nu\rangle$. But $[H,Z]=-\omega_\mu Z$ and $\langle0|[R,Z]|0\rangle=-\lambda\langle\mu|R|0\rangle$, so the left side of (\ref{rowe}) minus the right side becomes
\begin{equation*}
(-\omega_\mu-\omega)(-\lambda)\langle\mu|R|0\rangle
=\lambda(\omega_\mu+\omega)\langle\mu|R|0\rangle .
\end{equation*}

\textbf{Q.} Then might (\ref{rowe}) have spurious solutions?

\textbf{A.} Not if $R$ and $Q^\dagger$ range over all operators. Insert $R=|0\rangle\langle m|$ and then $R=|m\rangle\langle0|$, with $m\neq0$:
\begin{align*}
(E_m-E_0-\omega)\langle m|Q^\dagger|0\rangle&=0,\\
(E_0-E_m-\omega)\langle0|Q^\dagger|m\rangle&=0 .
\end{align*}
For $\omega>0$ the second bracket is negative, so $\langle0|Q^\dagger|m\rangle=0$. This is the condition $Q|0\rangle=0$, up to a multiple of the identity, which drops out of every commutator. The first line then allows a nonzero excitation only at $\omega=E_m-E_0$. For $\omega<0$ the roles are exchanged and the de-excitations appear at $-(E_m-E_0)$.

\section{Particle-hole operators on a determinant}

\textbf{Q.} We have neither the exact state nor all operators. What is given up?

\textbf{A.} Two separate things. Let $\Phi$ be a determinant with occupied spin orbitals $i,j,k$ and empty ones $a,b$. Write $m=(a,i)$, $n=(b,j)$ and
\begin{equation*}
O_m^\dagger=a_a^\dagger a_i,\qquad O_m|\Phi\rangle=0,\qquad
|\Phi_m\rangle=O_m^\dagger|\Phi\rangle .
\end{equation*}
First, the operator is restricted to
\begin{equation}
Q^\dagger=\sum_n\left(X_nO_n^\dagger-Y_nO_n\right),
\label{ansatz}
\end{equation}
and $R$ to the same set. Second, averages over $|0\rangle$ are replaced by averages over $\Phi$, written $\langle\cdots\rangle$ below.

\textbf{Q.} With an approximate state, $[R,[H,Q^\dagger]]$ and $[[R,H],Q^\dagger]$ may have different averages. Which one is right?

\textbf{A.} Writing out both nestings, the terms $RHQ^\dagger$ and $Q^\dagger HR$ cancel in their difference, leaving
\begin{equation}
[R,[H,Q^\dagger]]-[[R,H],Q^\dagger]=[H,[R,Q^\dagger]] .
\label{jacobi}
\end{equation}
In an eigenstate the right side averages to zero. In a general state it need not, and Rowe's prescription is to take the mean of the two nestings, which keeps the matrix Hermitian. On a determinant the choice is immaterial here. The $O$'s commute among themselves, and (\ref{replace}) gives
\begin{equation}
[O_m,O_n^\dagger]=\delta_{ab}a_i^\dagger a_j-\delta_{ij}a_b^\dagger a_a .
\label{metric}
\end{equation}
Acting on $\Phi$ to the right or to the left, $a_i^\dagger a_j$ gives $\delta_{ij}$ and $a_b^\dagger a_a$ gives zero. An operator $S$ that acts as a number $s$ on both sides has $\langle[H,S]\rangle=s\langle H\rangle-s\langle H\rangle=0$. Equation (\ref{metric}) also gives $\langle[O_m,O_n^\dagger]\rangle=\delta_{mn}$.

\textbf{Q.} Show me the matrix elements, with the signs.

\textbf{A.} Define
\begin{equation*}
A_{mn}=\langle[O_m,[H,O_n^\dagger]]\rangle,\qquad
B_{mn}=-\langle[O_m,[H,O_n]]\rangle ,
\end{equation*}
and take
\begin{equation*}
H=\sum_{pq}h_{pq}a_p^\dagger a_q
+\tfrac14\sum_{pqrs}\langle pq||rs\rangle a_p^\dagger a_q^\dagger a_sa_r .
\end{equation*}
Here $\langle pq||rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$ changes sign when either pair is swapped. The one-body part gives
\begin{equation*}
[H_1,a_b^\dagger a_j]=\sum_ph_{pb}a_p^\dagger a_j-\sum_qh_{jq}a_b^\dagger a_q .
\end{equation*}
Commuting with $O_m=a_i^\dagger a_a$ and averaging leaves $h_{ab}\delta_{ij}-h_{ji}\delta_{ab}$.

For the two-body part, (\ref{replace}) replaces each of the four factors in turn. Antisymmetry makes the terms equal in pairs:
\begin{equation}
[H_2,a_b^\dagger a_j]=
-\tfrac12\sum_{qrs}\langle jq||rs\rangle a_b^\dagger a_q^\dagger a_sa_r
+\tfrac12\sum_{pqs}\langle pq||bs\rangle a_p^\dagger a_q^\dagger a_sa_j .
\label{two}
\end{equation}
Now commute with $a_i^\dagger a_a$. In the first sum, a term that keeps $a_b^\dagger$ on the left vanishes because $\langle\Phi|a_b^\dagger=0$. What survives is $a_b^\dagger\to\delta_{ab}a_i^\dagger$. For occupied indices
\begin{equation*}
\langle a_i^\dagger a_q^\dagger a_sa_r\rangle=\delta_{ir}\delta_{qs}-\delta_{is}\delta_{qr},
\end{equation*}
so the first sum gives $-\delta_{ab}\sum_k\langle jk||ik\rangle$. In the second sum, replacing an annihilator produces $a_a$, which destroys $\Phi$. Replacing either creator gives the same value, and together they give
\begin{equation*}
\delta_{ij}\sum_k\langle ak||bk\rangle-\langle aj||bi\rangle .
\end{equation*}
With the Fock matrix $f_{pq}=h_{pq}+\sum_k\langle pk||qk\rangle$ the total is
\begin{equation}
A_{ai,bj}=f_{ab}\delta_{ij}-f_{ji}\delta_{ab}+\langle aj||ib\rangle .
\label{A}
\end{equation}

For $B$, the terms of the double commutator with $O_m$ or $O_n$ on the far right vanish, leaving $-\langle O_mO_nH\rangle$. Hence $B_{mn}=\langle O_mO_nH\rangle$, the amplitude of $H|\Phi\rangle$ on
\begin{equation*}
O_n^\dagger O_m^\dagger|\Phi\rangle=a_a^\dagger a_b^\dagger a_ja_i|\Phi\rangle .
\end{equation*}
Four equal terms of $H_2$ reach this state and cancel the factor $\tfrac14$:
\begin{equation}
B_{ai,bj}=\langle ab||ij\rangle .
\label{B}
\end{equation}
If $a=b$ or $i=j$, both sides vanish.

\textbf{Q.} And the RPA equations?

\textbf{A.} Put (\ref{ansatz}) into (\ref{rowe}). With $R=O_m$ the left side is $\sum_n(A_{mn}X_n+B_{mn}Y_n)$ and the right side is $\omega X_m$. For $R=O_m^\dagger$, take adjoints of the definitions:
\begin{equation*}
\langle[O_m^\dagger,[H,O_n^\dagger]]\rangle=-B_{mn}^*,\qquad
\langle[O_m^\dagger,[H,O_n]]\rangle=A_{mn}^* .
\end{equation*}
The left side is $-B^*X-A^*Y$. On the right, $-Y_n\langle[O_m^\dagger,O_n]\rangle=+Y_n\delta_{mn}$. Therefore
\begin{equation}
AX+BY=\omega X,\qquad B^*X+A^*Y=-\omega Y .
\label{rpa}
\end{equation}
The exact norm $\langle0|[Q,Q^\dagger]|0\rangle=\langle\nu|\nu\rangle=1$ becomes $X^\dagger X-Y^\dagger Y=1$. This is RPA with exchange, or time-dependent Hartree--Fock. Direct RPA drops the exchange halves of the integrals in (\ref{A}) and (\ref{B}), which is a further approximation.

\section{What Hartree--Fock contributes}

\textbf{Q.} You never used the Hartree--Fock condition. Would any determinant do?

\textbf{A.} Formulas (\ref{A}) and (\ref{B}) do hold for any determinant. The condition enters elsewhere. An exact eigenstate has $\langle0|[H,Q^\dagger]|0\rangle=0$. On $\Phi$, the same commutators give $\langle[H,O_m^\dagger]\rangle=f_{ia}$, and Hartree--Fock makes this vanish: Brillouin's theorem.

From here on take real orbitals. Rotate them by $e^K$ with $K=\sum_m\kappa_m(O_m^\dagger-O_m)$. Expanding $\langle e^{-K}He^K\rangle$ to second order, with $[[H,K],K]=-[K,[H,K]]$, gives
\begin{equation}
E(\kappa)=E(0)+2\sum_m\kappa_mf_{ia}+\kappa^T(A+B)\kappa+\cdots .
\label{curve}
\end{equation}
At a Hartree--Fock solution the linear term is absent, and $A+B$ decides whether the energy is a minimum against real rotations.

\textbf{Q.} The minus sign in (\ref{rpa}) makes the problem non-Hermitian. Why should $\omega$ be real?

\textbf{A.} Write $z=(X,Y)$ and
\begin{equation*}
M=\begin{pmatrix}A&B\\B&A\end{pmatrix},\quad
N=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad Mz=\omega Nz .
\end{equation*}
If $M$ is positive definite, which means that $A+B$ and $A-B$ both are, then $z^\dagger Mz>0$ equals $\omega z^\dagger Nz$. Since $z^\dagger Nz$ is real and cannot vanish, $\omega$ is real. Without positive definiteness this argument fails, and imaginary roots are possible.

The form $Nz=\omega^{-1}Mz$ is then an ordinary Hermitian problem with metric $M$, so
\begin{equation}
\frac{z^\dagger Nz}{z^\dagger Mz}\le\frac1{\omega_1}
\label{var}
\end{equation}
for any $z$, with $\omega_1$ the lowest positive root. Choose $z=(v,0)$, with $v$ the lowest eigenvector of $A$. The result is $\omega_1\le\omega_{\rm TDA}$, where the Tamm--Dancoff approximation (TDA) sets $Y=0$.

\textbf{Q.} The exact derivation needed $Q|0\rangle=0$. Does $Q$ annihilate $\Phi$?

\textbf{A.} No. From (\ref{ansatz}), $Q|\Phi\rangle=-\sum_nY_n^*|\Phi_n\rangle$, with squared norm $\sum_n|Y_n|^2$. The equations allow de-excitation amplitudes, while the reference has nothing to de-excite. RPA on $\Phi$ is therefore not a consistent theory of one state, and $\sum|Y|^2$ measures the inconsistency.

\textbf{Q.} Is there an observable consequence of Brillouin's theorem?

\textbf{A.} The energy-weighted sum rule. Let $F$ be a real symmetric one-body operator. Split it into $P=\sum_mF_m(O_m^\dagger+O_m)$ and a remainder $S$ of hole-hole and particle-particle terms, which acts on $\Phi$ as a number. The transition amplitude is
\begin{equation*}
t_\nu=\langle[F,Q_\nu^\dagger]\rangle=\sum_mF_m(X_m+Y_m)_\nu .
\end{equation*}
Put $p=X+Y$ and $q=X-Y$. The difference and sum of the equations (\ref{rpa}) are
\begin{equation}
(A-B)q=\omega p,\qquad(A+B)p=\omega q .
\label{pq}
\end{equation}
Thus $p$ and $q$ are right and left eigenvectors of $(A-B)(A+B)$ with eigenvalue $\omega^2$. For positive definite $M$ they can be chosen with $q_\mu^Tp_\nu=\delta_{\mu\nu}$, the diagonal case being the norm. Completeness, $\sum_\nu q_\nu p_\nu^T=1$, then gives
\begin{equation}
\sum_\nu\omega_\nu t_\nu^2
=F^T(A-B)\sum_\nu q_\nu p_\nu^TF=F^T(A-B)F .
\label{sumrule}
\end{equation}
The four terms of $\tfrac12\langle[P,[H,P]]\rangle$ add up to the same expression. Replacing $P$ by the full $F$ adds terms with $S$. Those with $S$ in an outer commutator average to zero. By (\ref{jacobi}) the remaining one is
\begin{equation}
\tfrac12\langle[P,[H,S]]\rangle=\tfrac12\langle[H,[P,S]]\rangle .
\label{defect}
\end{equation}
Since $[P,S]$ contains only particle-hole terms and their adjoints, Brillouin's theorem removes it. So on a Hartree--Fock determinant $\sum_\nu\omega_\nu t_\nu^2=\tfrac12\langle[F,[H,F]]\rangle$.

\section{Lithium hydride}

\textbf{Q.} I want numbers I can follow.

\textbf{A.} Take LiH at 1.60 Å in the STO-3G basis, small enough for full configuration interaction (FCI) over all 495 four-electron determinants. FCI is exact within this basis only; the basis error is left out, so these are not predictions of measured spectra. The lowest eigenvalue of $M$ is 0.084 hartree, so the roots are real.

The singlet $\Pi$ block, for one component of $\pi$, has two pairs: $1\sigma\to\pi$ and $2\sigma\to\pi$. The singlet operator is the sum of both spin versions divided by $\sqrt2$. In the block average, the direct integral connects all four spin combinations and the exchange integral two. For the second pair, with spatial integrals in charge-density order, this gives
\begin{align*}
A_{22}&=\varepsilon_a-\varepsilon_i+2(ai|ai)-(aa|ii)\\
&=0.44921+0.04685-0.27017=0.22589,\\
B_{22}&=2(ai|ai)-(ai|ai)=0.02342
\end{align*}
in hartree. The other elements are $A_{11}=2.13602$, $A_{12}=0.01933$, $B_{11}=0.00982$ and $B_{12}=0.00749$. By (\ref{pq}), $\omega^2$ is an eigenvalue of
\begin{equation*}
(A-B)(A+B)=\begin{pmatrix}4.5628&0.0600\\0.0308&0.0508\end{pmatrix},
\end{equation*}
in hartree$^2$. The eigenvalues are 0.05038 and 4.56321, so the lower root is $\sqrt{0.05038}=0.2245$ hartree. Its amplitudes are $X=(-0.0099,1.0013)$ and $Y=(-0.0027,-0.0518)$, so $X^TX-Y^TY=1.0027-0.0027=1.0000$.

\textbf{Q.} How good is it?

\textbf{A.} These are the lowest excitation energies in hartree. The last column uses the same particle-hole operators on the FCI ground state.

\begin{center}
\begin{tabular}{lcccc}
State & FCI & RPA & TDA & ph on FCI\\
singlet $\Sigma$ & 0.1329 & 0.1637 & 0.1652 & 0.1954\\
singlet $\Pi$ & 0.1851 & 0.2245 & 0.2257 & 0.2512\\
triplet $\Sigma$ & 0.1157 & 0.1183 & 0.1293 & 0.1463\\
triplet $\Pi$ & 0.1657 & 0.1775 & 0.1790 & 0.2018
\end{tabular}
\end{center}

Relative to FCI, RPA is 23\% too high for the singlet $\Sigma$ state (4.45 against 3.62 eV) and 2\% too high for the triplet $\Sigma$ state (3.22 against 3.15 eV). The latter has the largest $\sum Y^2$, 0.036; the other three have 0.003 to 0.004. It also has the largest lowering from TDA to RPA. Its close agreement with FCI at this one bond length should not be read as reliability: measured by $\sum Y^2$, it is the least consistent of the four.

\textbf{Q.} The last column is the worst. You improved the ground state and the answer deteriorated?

\textbf{A.} Yes, and part of this can be derived. For the exact $|0\rangle$ and any $R$, inserting eigenstates gives
\begin{align*}
\langle0|[R^\dagger,R]|0\rangle&=\sum_m\left(|\langle m|R|0\rangle|^2-|\langle m|R^\dagger|0\rangle|^2\right),\\
\langle0|[R^\dagger,[H,R]]|0\rangle&=\sum_m\omega_m\left(|\langle m|R|0\rangle|^2+|\langle m|R^\dagger|0\rangle|^2\right).
\end{align*}
The first is at most the second divided by the lowest excitation energy of the symmetry that $R$ reaches. By the reasoning behind (\ref{var}), the lowest root is then an upper bound to that energy. What remains above FCI is the error of the restricted operator set: 0.0625 hartree for the singlet $\Sigma$ state. Going back to the Hartree--Fock reference shifts the root by $-0.0317$ hartree, leaving about 0.031. In all four states the two errors have opposite signs. I have shown no reason why they must.

So an extension of RPA that correlates the reference, with the metric (\ref{metric}) averaged over the correlated state, need not improve the energies if the operator set stays the same. On $\Phi$ the bound is not available, since the averages there are not sums over exact excitation energies.

\textbf{Q.} And the sum rule?

\textbf{A.} For the dipole along the bond, the RPA sum and half the double commutator are both 0.7005 atomic units. In a complete basis $[z,[H,z]]=1$ per electron, so half the double commutator would be $N/2=2$. The shortfall belongs to the basis, since the two sides agree with each other.

Now mix the $2\sigma$ and $3\sigma$ orbitals by 0.2 rad, in the direction that moves electron charge toward lithium. This raises the energy of the determinant by 0.016 hartree. Formulas (\ref{A}) and (\ref{B}) still reproduce the double commutators, but $F^T(A-B)F=0.8550$ while half the full double commutator is 0.5726. The difference, $-0.2824$, is the value of (\ref{defect}). The numerical check evaluates both sides independently.

\section*{Calculated quantities}
\begin{verbatim}
LiH distance: 1.60 angstrom, basis STO-3G
orbitals 6, electrons 4, determinants 495
spin-orbital particle-hole pairs: 32
Hartree-Fock energy: -7.861865 hartree
full-CI energy: -7.882324 hartree
lowest eigenvalue of double-commutator matrix: 0.08367 hartree
Singlet Pi block, pair 1 = 1sigma->pi, pair 2 = 2sigma->pi (hartree)
orbital gap of pair 2: 0.449212
integral (ai|ai) of pair 2: 0.023423
integral (aa|ii) of pair 2: 0.270171
A11 2.136020  A12 0.019333  A22 0.225886
B11 0.009818  B12 0.007488  B22 0.023423
eigenvalues of (A-B)(A+B): 0.050384, 4.563211 hartree^2
RPA roots: 0.224463, 2.136167 hartree
lower root X1, X2: -0.00991, 1.00130
lower root Y1, Y2: -0.00271, -0.05180
Lowest excitation energies (hartree)
FCI = full CI, TDA = Y set to zero, PHX = ph operators on FCI state
singlet Sigma: FCI 0.13291 RPA 0.16366 TDA 0.16523 PHX 0.19540
singlet Pi: FCI 0.18513 RPA 0.22446 TDA 0.22569 PHX 0.25124
triplet Sigma: FCI 0.11566 RPA 0.11830 TDA 0.12925 PHX 0.14631
triplet Pi: FCI 0.16574 RPA 0.17747 TDA 0.17903 PHX 0.20182
singlet Sigma: sum of Y^2 = 0.002736
singlet Pi: sum of Y^2 = 0.002690
triplet Sigma: sum of Y^2 = 0.036062
triplet Pi: sum of Y^2 = 0.004334
singlet Sigma: FCI 3.617 eV, RPA 4.453 eV
singlet Pi: FCI 5.038 eV, RPA 6.108 eV
triplet Sigma: FCI 3.147 eV, RPA 3.219 eV
triplet Pi: FCI 4.510 eV, RPA 4.829 eV
Dipole sum rule along the bond (atomic units)
RPA sum of w*|z|^2: 0.700484
half double commutator on HF determinant: 0.700484
complete-basis value N/2: 2.0
Determinant with 2sigma and 3sigma mixed by 0.2 rad (atomic units)
energy above Hartree-Fock: 0.016366 hartree
particle-hole sum: 0.855007
half double commutator: 0.572644
predicted difference: -0.282364
\end{verbatim}
